# Does a Bloch packet conserve its band energy in a magnetic field?

**The argument under comment**

The argument concerns an electron packet in one band of a crystal, in a static uniform magnetic field and no electric field. It has three steps. The magnetic force is perpendicular to the velocity. It therefore does no work. Hence the packet keeps its band energy $E_0(\mathbf k)$, computed without the field, and moves along a contour of $E_0$.

The first two steps are sound. The third assumes that $E_0$ is the packet's whole energy in the field, so that energy has to be worked out.

**The energy of a packet in the field**

Let the charge be $-e$ with $e>0$, and let $\mathbf B=B\hat{\mathbf z}$, in Gaussian units. The physical wave vector is $\mathbf q=-i\nabla+e\mathbf A/(\hbar c)$, and

$$[q_x,q_y]=-\frac{ie}{\hbar c}(\partial_xA_y-\partial_yA_x)=-ib,\qquad b=\frac{eB}{\hbar c}.$$

If there is a $q_z$, it commutes with both components and is a constant parameter.

Expand the wave function in the periodic functions of one fixed wave vector, with slowly varying envelopes. The crystal Hamiltonian becomes a matrix $H=h(\mathbf q)$, at most quadratic in $\mathbf q$, with symmetrically ordered products. Let $h|u\rangle=E_0|u\rangle$ for the band of interest, $P=|u\rangle\langle u|$ and $X=h-E_0$.

The band is taken to be isolated: in a weak field $H$ has an invariant subspace whose projector $\Pi$ is represented by $P+bP_1+O(b^2)$. The packet lies in this subspace. Spin is left out for now.

A function $f(\mathbf k)$ represents an operator through its Fourier components $e^{i\mathbf s\cdot\mathbf q}$. Since the commutator is a number,

$$e^{i\mathbf s\cdot\mathbf q}e^{i\mathbf t\cdot\mathbf q}=e^{i(\mathbf s+\mathbf t)\cdot\mathbf q}\,e^{-\frac12[\mathbf s\cdot\mathbf q,\,\mathbf t\cdot\mathbf q]}=e^{i(\mathbf s+\mathbf t)\cdot\mathbf q}\,e^{\frac{ib}{2}(s_xt_y-s_yt_x)}.$$

On plane waves $\partial_af\,\partial_bg$ gives $-s_at_b\,fg$, so a product of operators is represented by

$$f\star g=fg-\frac{ib}{2}\epsilon_{ab}\,\partial_af\,\partial_bg+O(b^2).$$

(As subscripts, $a,b$ run over $x,y$.) For a packet in the subspace, $\langle H\rangle-\langle E_0(\mathbf q)\rangle$ is the mean of $\Pi X\Pi$. Because $XP=PX=0$, the term $PXP$ vanishes, and so do $P_1XP$ and $PXP_1$. What remains at first order is

$$-\frac{ib}{2}\epsilon_{ab}\left[\partial_aP\,\partial_bX\,P+\partial_aP\,X\,\partial_bP+P\,\partial_aX\,\partial_bP\right].$$

Differentiating $XP=0$ gives $\partial_bX\,P=-X\,\partial_bP$, and differentiating $PX=0$ gives $P\,\partial_aX=-\partial_aP\,X$. The three terms are then $-T$, $+T$ and $-T$, where $T=\epsilon_{ab}\,\partial_aP\,X\,\partial_bP$, and the result is $+\frac{ib}{2}T$. In $\partial_aP=|\partial_au\rangle\langle u|+|u\rangle\langle\partial_au|$ the first part is removed by $X$ on its right, and similarly for $\partial_bP$. Thus

$$\frac{ib}{2}T=\frac{ib}{2}\epsilon_{ab}\langle\partial_au|X|\partial_bu\rangle P\equiv-mB\,P,\qquad m=-\frac{ie}{2\hbar c}\epsilon_{ab}\langle\partial_au|(h-E_0)|\partial_bu\rangle .$$

On the packet $P$ may be replaced by 1 at this order, so

$$\langle H\rangle=\langle E_0(\mathbf q)\rangle-\langle m(\mathbf q)B\rangle+O(B^2).\tag{1}$$

The quantity $m$ is an orbital moment. The position operator $i\partial_a$, acting on an amplitude times $|u\rangle$, has an interband part $i|\partial_au\rangle$. The interband part of the velocity $\partial_bh/\hbar$ acting on $|u\rangle$ is $-X|\partial_bu\rangle/\hbar$, from differentiating $X|u\rangle=0$. Then $-e/2c$ times position cross velocity gives $-\frac{e}{2c}\cdot\frac{i}{\hbar}\epsilon_{ab}\langle\partial_au|X|\partial_bu\rangle=m$. The packet circulates about its own centre, and $-mB$ is the energy of that circulation in the field.

**What is conserved**

$H$ does not depend on time, so $d\langle H\rangle/dt=\frac{i}{\hbar}\langle[H,H]\rangle=0$. Equation (1) holds at every instant, hence

$$\Delta\langle E_0\rangle=\Delta\langle mB\rangle+O(B^2).\tag{2}$$

The averages matter. Since $q_x$ and $q_y$ do not commute, their spreads obey $\sigma_x\sigma_y\ge b/2$, and through the curvature of $E_0$ this spread costs energy of order $B$, as large as the moment term. Equation (2) includes it. If the spread is small compared with the scale on which the band varies, $m$ can be taken at the packet's centre, and the orbit of a single point $\mathbf k$ gives the leading change of $\langle E_0\rangle$. It does not in general give the change of $E_0$ at the mean wave vector, which differs by the change in the spread energy, also of order $B$.

To find that orbit, project the wave vector: $K_a=\Pi q_a\Pi$. With $Q=1-\Pi$,

$$[K_x,K_y]=-ib\,\Pi-\Pi q_xQq_y\Pi+\Pi q_yQq_x\Pi .$$

The commutators $[q_x,\Pi]$ and $[q_y,\Pi]$ are represented by $-ib\,\partial_yP$ and $ib\,\partial_xP$. Therefore $Qq_x\Pi\to-ib\,Q\partial_yP$, $Qq_y\Pi\to ib\,Q\partial_xP$, $\Pi q_xQ\to ib\,\partial_yP\,Q$ and $\Pi q_yQ\to-ib\,\partial_xP\,Q$. The last two terms of the commutator add up to

$$b^2\left(\langle\partial_yu|Q|\partial_xu\rangle-\langle\partial_xu|Q|\partial_yu\rangle\right)=ib^2\Omega,\qquad\Omega=i\epsilon_{ab}\langle\partial_au|\partial_bu\rangle ,$$

where $Q$ may be dropped because $\langle\partial_au|u\rangle\langle u|\partial_bu\rangle$ is symmetric in $a,b$. So $[K_x,K_y]=-ib(1-b\Omega)\simeq-ib/(1+b\Omega)$.

Inside the subspace the Hamiltonian is $\tilde E=E_0-mB$. Writing it in terms of $\mathbf K$ changes it only at order $b^2$, since leaving the subspace and returning costs a factor $b$ each way. With $\dot K_a=\frac{i}{\hbar}[\tilde E,K_a]$,

$$\dot{\mathbf k}=\frac{b}{\hbar(1+b\Omega)}\,\hat{\mathbf z}\times\nabla_k\tilde E .\tag{3}$$

This is perpendicular to $\nabla_k\tilde E$, so $\tilde E$ is constant. The full Hamiltonian also gives $\dot{\mathbf q}=b\,\hat{\mathbf z}\times\dot{\mathbf r}$, the Lorentz force law. Comparison with (3) shows that $\dot{\mathbf r}=\nabla_k\tilde E/[\hbar(1+b\Omega)]$ in the plane. The force does no work, as the argument says, and the energy this protects is $\tilde E$. For the band energy,

$$\frac{dE_0}{dt}=\nabla_kE_0\cdot\dot{\mathbf k}=-\frac{bB}{\hbar(1+b\Omega)}\,\nabla_kE_0\cdot(\hat{\mathbf z}\times\nabla_km).\tag{4}$$

It vanishes along the orbit if $\nabla_km$ is parallel to $\nabla_kE_0$ or zero there. In that case the conclusion of the argument survives at this order for the point orbit and for $\langle E_0\rangle$, though not its reasoning.

**A case that separates the two energies**

Take the upper band of a tilted, gapped cone,

$$h=\hbar wk_x+\hbar v(k_x\sigma_x+k_y\sigma_y)+D\sigma_z,\qquad E_0=\hbar wk_x+\varepsilon,\quad\varepsilon=\sqrt{D^2+(\hbar vk)^2},$$

with $0\le w<v$ and $D>0$. With $\phi$ the angle of $\mathbf k$ and $\cos\theta=D/\varepsilon$, the upper state is $u=(\cos\frac\theta2,\,e^{i\phi}\sin\frac\theta2)$. Then $i\langle u|\partial_\phi u\rangle=-\sin^2\frac\theta2=-\frac12(1-D/\varepsilon)$. The curvature $\Omega$ is the curl of $i\langle u|\nabla_ku\rangle$:

$$\Omega=\frac1k\frac{d}{dk}\left[-\frac12\left(1-\frac D\varepsilon\right)\right]=-\frac{(\hbar v)^2D}{2\varepsilon^3}.$$

On the lower state $X=-2\varepsilon$, so $\epsilon_{ab}\langle\partial_au|X|\partial_bu\rangle=-2\varepsilon(-i\Omega)=2i\varepsilon\Omega$, and

$$-mB=\frac{ib}{2}(2i\varepsilon\Omega)=-b\varepsilon\Omega=\frac{GD}{2\varepsilon^2},\qquad G=b(\hbar v)^2.\tag{5}$$

For $w=0$ this depends on $E_0=\varepsilon$ alone, and both energies are constant. A tilt breaks the link. In (4) the gradient $\nabla_k(-mB)=-(GD/\varepsilon^3)\nabla_k\varepsilon$ is radial, so the radial part of $\nabla_kE_0$ drops out. The part $\hbar w\hat{\mathbf x}$ remains, with $\hat{\mathbf x}\cdot(\hat{\mathbf z}\times\mathbf g)=-g_y$ for any vector $\mathbf g$ and $\partial_y\varepsilon=(\hbar v)^2k_y/\varepsilon$:

$$\frac{dE_0}{dt}=\frac{b}{\hbar(1+b\Omega)}\,\hbar w\,\frac{GD}{\varepsilon^3}\,\frac{(\hbar v)^2k_y}{\varepsilon}=\frac{G^2D\,w\,k_y}{\varepsilon^4(1+b\Omega)}.$$

The rate is of order $B^2$, but half a turn takes a time of order $1/B$. The change in $E_0$ over half a turn is therefore of order $B$.

**Numbers**

Let $D=50$ meV, $\hbar v=0.33$ eV nm, $w/v=0.4$ and $B=1$ T ($10^4$ G). Then $b=0.001519$ nm$^{-2}$ and $G=0.001519\times0.33^2=1.654\times10^{-4}$ eV$^2$. The orbit starts at $k_x=0.12$ nm$^{-1}$, $k_y=0$. Numerical integration of (3) brings it back to $k_y=0$ at $k_x=-0.354$ nm$^{-1}$ after 1.31 ps.

- Start: $\varepsilon=63.78$ meV and $E_0=15.84+63.78=79.62$ meV. From (5), $-mB=1.654\times10^{-4}\times0.05/(2\times0.06378^2)$ eV $=1.02$ meV.
- Half turn: $\varepsilon=127.14$ meV and $E_0=-46.76+127.14=80.38$ meV, with $-mB=0.26$ meV.

The sum is 80.64 meV at both ends. $E_0$ rises by 0.76 meV while the moment goes from $-17.6$ to $-4.4$ Bohr magnetons. The rise is 1% of $E_0$, but about half the cyclotron energy of 1.58 meV.

The Schrödinger equation for $h(\mathbf q)$ can be solved without (3), by diagonalizing $H$ in oscillator states of $q_x,q_y$. The packet was a minimum-spread state centred at the same start, times the upper-band spinor. Its components on the lower levels, a weight of 1.6% at 1 T, were removed. In $\langle E_0\rangle$, $\varepsilon$ was taken as a function of the operator $q^2$. This differs from symmetric ordering at order $b^2$, because the first-order term in $q^2\star q^2$ cancels by antisymmetry. With symmetric ordering the change of $\langle E_0\rangle$ at 1 T below would be 0.716 meV instead of 0.708, and the largest error in (1) 0.019 meV instead of 0.027.

| Half-turn change (meV) | 1 T | 0.25 T |
|---|---|---|
| $\langle E_0\rangle$ | 0.708 | 0.186 |
| $\langle mB\rangle$ | 0.737 | 0.188 |
| $E_0$, point orbit | 0.761 | 0.189 |

The largest error in (1) at the times sampled over a full turn was 0.027 meV at 1 T and 0.0017 meV at 0.25 T. The ratio of 15.7 is close to the 16 expected of a second-order term. The point orbit overstates the change by 7% and 2% of the quantum value, so for this average the corrections from finite spread and higher orders matter less as the field falls. These are changes of averages, not of $E_0$ at the packet's centre. For this packet $E_0$ at the mean wave vector changes over the same times by only 0.16 meV at 1 T and 0.007 meV at 0.25 T, because most of the rise in $\langle E_0\rangle$ appears as spread energy. A packet of another shape divides the change differently. With $w=0$, $\langle E_0\rangle$ stayed constant to rounding error, while $E_0$ at the mean wave vector fell over half a turn by 0.69 meV at 1 T and 0.22 meV at 0.25 T as the spread energy grew.

The levels of $H$ also distinguish the two energies. By the commutator of $K_x$ and $K_y$, an element $d^2k$ holds $(1+b\Omega)\,d^2k/(2\pi b)$ states per orbit centre. The leading semiclassical rule for a smooth closed orbit puts level $j=0,1,\dots$ where the enclosed count is $j+\frac12$. For the computed level $j=16$, at 80.19 meV, the contour of $E_0-mB$ encloses 16.499, and that of $E_0$ encloses 16.80. The comparison relies on the weight $1+b\Omega$ and the offset $\frac12$: in this model the unweighted area inside the $E_0$ contour gives exactly $j+1$.

**Bearing on real samples**

The parameters are illustrative and do not describe a particular compound. To show the full change in $E_0$, the packet must move without scattering for half a turn. If the scattering time $\tau$ equals half a turn, and scattering occurs at a constant rate, about 37% of packets get that far. This corresponds to $\omega_c\tau=\pi$, where $\omega_c$ is the cyclotron frequency. For an isotropic band with isotropic scattering, $\omega_c\tau=\mu B/c$, which at 1 T equals 1 for a mobility $\mu$ of $10^4$ cm$^2$/Vs. Used as a rough guide here, this asks for about $3\times10^4$ cm$^2$/Vs at 1 T. If small-angle scattering dominates, the mobility must be higher still, because it then reflects a time longer than that between collisions. With a much shorter $\tau$, a typical flight covers only part of the 0.76 meV. The orbit, about 300 nm across, must also fit in a uniform region.

The model omits the free-electron term $\hbar^2k^2/2m_0$, where $m_0$ is the free-electron mass. It is 4.8 meV at half turn and about 0.5 meV at the start. Being a scalar, it leaves $m(\mathbf k)$ unchanged but pulls the far end of the orbit inward. With a slope of about 0.2 eV nm there, the shift is 0.02 nm$^{-1}$, which lowers the change in $E_0$ by about 4%. Quadratic terms from remote bands are also omitted. They depend on the material, can change $m(\mathbf k)$ as well, and are not estimated here. A uniform spin term, $\mu_BB=0.06$ meV for $g=2$ and a conserved spin, is constant and does not affect the change. The thermal energy at 4 K, 0.34 meV, is a little under half of it.

**Correction requested**

The sentence "the packet keeps its band energy" should read: "to first order in $B$, the packet keeps $E_0-\mathbf m\cdot\mathbf B$, averaged over its spread; the average of $E_0$ alone is kept at this order if $\mathbf m\cdot\mathbf B$ does not vary along the orbit."
